# Linearized dynamical mean-field theory of the Mott transition at half filling

## A band for which the recursion is visible

Consider electrons on a lattice in which each site has very many neighbours and no closed loops. The hopping amplitudes $t_{ij}$ are real and scaled so that

$$M_2=\sum_j t_{ij}^2 \tag{1}$$

stays finite. Two electrons on one site repel with energy $U$. The band is half filled, magnetic order is suppressed, and the temperature is zero. Energies are measured from the chemical potential $\mu=U/2$. Only energies occur below, so $\hbar$, the electron mass and the charge do not appear.

Dynamical mean-field theory (DMFT) takes the self-energy $\Sigma(\omega)$ to be local. Define $\xi=\omega-[\Sigma(\omega)-U/2]$. An electron leaving site $i$ for a neighbour must return by the same bond, because there are no loops. Eliminating the neighbours gives $G=1/(\xi-\sum_j t_{ij}^2G_j')$, where $G_j'$ is the Green function of neighbour $j$ with site $i$ removed. With very many neighbours the missing site has a vanishing effect, so $G_j'=G$ and

$$G=\frac{1}{\xi-M_2G}. \tag{2}$$

The same local Green function is obtained from one interacting site, the impurity, coupled to a bath of noninteracting levels. The bath enters through the hybridization function $\Delta(\omega)=\sum_k V_k^2/(\omega-\epsilon_k)$, and the impurity Dyson equation is

$$G=\frac{1}{\xi-\Delta}. \tag{3}$$

Comparison of (2) and (3) gives $\Delta=M_2G$. The bath is a copy of the impurity spectrum, multiplied by $M_2$.

Near the Mott transition the metal has a narrow quasiparticle peak of small weight $z$ at $\omega=0$, between two Hubbard bands near $\pm U/2$. Linearized DMFT makes two approximations: the Hubbard-band part of the bath is dropped, and its central peak is replaced by one level at zero energy,

$$\Delta(\omega)\simeq\frac{V^2}{\omega}. \tag{4}$$

The impurity then returns a central peak of some weight $z(V)$, and the new bath has $V_{\rm new}^2=M_2z(V)$. If $z=36V^2/U^2$ at small $V$, as derived below, each cycle multiplies $V^2$ by $36M_2/U^2$. The peak can sustain itself up to $U_c=6\sqrt{M_2}$.

## The second moment and a general band

For a general lattice let $\rho(x)$ be the noninteracting density of states per spin, symmetric about zero and normalized to one. Its second moment is the diagonal element of the squared hopping matrix:

$$\int x^2\rho(x)\,dx=(t^2)_{ii}=\sum_jt_{ij}t_{ji}=\sum_jt_{ij}^2=M_2. \tag{5}$$

The first moment is $t_{ii}=0$. The local Green function is $G=\int\rho(x)\,dx/(\xi-x)$.

At low energy, particle-hole symmetry makes $\Sigma-U/2$ odd in $\omega$. Its linear term defines $z$ through $\Sigma-U/2=(1-1/z)\omega$, so $\xi=\omega/z$. With $s=\omega/z$, the coherent parts of $G$ and $\Delta$ are

$$G_{\rm coh}=\int\frac{\rho(x)\,dx}{s-x}=z\int\frac{\rho(x)\,dx}{\omega-zx},\qquad
\Delta_{\rm coh}=s-\frac1{G_{\rm coh}}. \tag{6}$$

The first expression is a band compressed by the factor $z$ and carrying total weight $z$. For $|s|$ beyond the band edge, expansion in $1/s$ gives

$$G_{\rm coh}=\frac1s\left(1+\frac{M_2}{s^2}+\frac{M_4}{s^4}+\dots\right),$$

$$\frac1{G_{\rm coh}}=s\left(1-\frac{M_2}{s^2}-\frac{M_4-M_2^2}{s^4}+\dots\right),$$

where $M_4$ is the fourth moment. The leading $s$ cancels in (6), leaving

$$\Delta_{\rm coh}=\frac{zM_2}{\omega}+\frac{z^3(M_4-M_2^2)}{\omega^3}+\dots \tag{7}$$

The coefficient of $1/\omega$ is a total spectral weight provided that the spectral function of $\Delta_{\rm coh}$ is not negative. For ${\rm Im}\,s>0$, let $A=\int\rho\,dx/|s-x|^2$. Then ${\rm Im}\,G_{\rm coh}=-A\,{\rm Im}\,s$, and

$${\rm Im}\,\Delta_{\rm coh}={\rm Im}\,s\left(1-\frac{A}{|G_{\rm coh}|^2}\right)\le0,$$

because the Cauchy–Schwarz inequality gives $|G_{\rm coh}|^2\le A$. The low-energy bath therefore has weight $zM_2$ for any symmetric band shape. It is centred at zero because $\Delta_{\rm coh}$ is odd. Replacing it by one level with the same weight and centre gives

$$V_{\rm new}^2=zM_2. \tag{8}$$

This uses the linear form of $\Sigma$ over the whole compressed band. If $D$ is the half-width of $\rho$, then $zD$ must be small compared with the energy at which $\Sigma$ departs from that form. In the two-site solution (17) below, $\Sigma$ has poles at $\pm3V$, so the condition is $zD\ll3V$. Because $V=\sqrt{zM_2}$, the ratio $zD/(3V)$ falls as $\sqrt z$, and the condition is met close to the transition.

The replacement by one level is not controlled by a small parameter. By (7), the root-mean-square width of the bath peak is $z\sqrt{(M_4-M_2^2)/M_2}$. It shrinks with $z$, but so does the energy scale of the impurity, as shown below.

## Weight returned by the two-site impurity

Let $d_\alpha$ and $c_\alpha$ remove an electron of spin $\alpha$ from the impurity and the bath level. The Hamiltonian is

$$H=U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right)+V\sum_\alpha(d_\alpha^\dagger c_\alpha+c_\alpha^\dagger d_\alpha), \tag{9}$$

with $n_\alpha=d_\alpha^\dagger d_\alpha$. At $V=0$ a singly occupied impurity has energy $-U/4$, and an empty or doubly occupied one has $+U/4$. Either charge excitation costs $U/2$.

**Ground state.** The second-order energy is $-2/U$ times the squared norm of the state produced by the hopping term. For two electrons, one on each site, hopping from the spin triplet is blocked by the Pauli principle, so the shift is zero. From the normalized singlet, hopping produces a doubly occupied impurity and a doubly occupied bath level, each with amplitude $\sqrt2\,V$. The squared norm is $4V^2$ and the shift is $-8V^2/U$. With one electron on the impurity and the bath level empty, the squared norm is $V^2$ and the shift is $-2V^2/U$. Particle-hole symmetry gives the same shift for a full bath level. The ground state is the singlet, and the lowest electron removal or addition costs

$$\omega_1\simeq\frac{8V^2}{U}-\frac{2V^2}{U}=\frac{6V^2}{U}. \tag{10}$$

**Impurity operator at low energy.** By itself $d_\alpha$ takes a singly occupied impurity out of the low-energy space. Hopping repairs this at first order. Each low-energy state acquires the admixture $-(2/U)$ times the hopping term acting on it. Between two such states, the corrections to the right and left state give

$$d_\alpha\to-\frac{2V}{U}\sum_\beta\left(d_\alpha d_\beta^\dagger c_\beta+d_\beta^\dagger c_\beta d_\alpha\right).$$

The other half of the hopping term, $c_\beta^\dagger d_\beta$, would lower the impurity charge again and does not contribute. Use $d_\alpha d_\beta^\dagger=\delta_{\alpha\beta}-d_\beta^\dagger d_\alpha$ in the first term and $c_\beta d_\alpha=-d_\alpha c_\beta$ in the second:

$$d_\alpha\to-\frac{2V}{U}\left(c_\alpha-2\sum_\beta d_\beta^\dagger d_\alpha c_\beta\right). \tag{11}$$

**Singlet condition.** The ground state $|0\rangle$ has total spin zero and one electron of each spin, hence

$$(d_\beta^\dagger d_\alpha+c_\beta^\dagger c_\alpha)|0\rangle=\delta_{\alpha\beta}|0\rangle. \tag{12}$$

For $\alpha\ne\beta$ the left side is a total spin raising or lowering operator. For $\alpha=\beta$ it counts electrons of one spin. Moving $c_\beta$ to the left past two fermion operators costs no sign, so

$$\sum_\beta d_\beta^\dagger d_\alpha c_\beta|0\rangle
=\sum_\beta c_\beta(\delta_{\alpha\beta}-c_\beta^\dagger c_\alpha)|0\rangle
=c_\alpha|0\rangle-2c_\alpha|0\rangle=-c_\alpha|0\rangle.$$

The factor 2 arises because $c_\alpha$ empties the bath level, after which $\sum_\beta c_\beta c_\beta^\dagger=2$. The bracket in (11) is thus $3c_\alpha$, and

$$d_\alpha|0\rangle\to-\frac{6V}{U}\,c_\alpha|0\rangle. \tag{13}$$

Since $\langle c_\alpha^\dagger c_\alpha\rangle=1/2$, removal contributes weight $18V^2/U^2$. Addition contributes the same by particle-hole symmetry. The low-energy weight is

$$z=\frac{36V^2}{U^2}\qquad(V\ll U). \tag{14}$$

The terms in (11) with $\beta\ne\alpha$ flip the impurity spin. In the singlet the term with $\beta=\alpha$ vanishes, because the impurity spin is opposite to that of the removed bath electron. The spin-flip terms therefore supply $2c_\alpha$ of the bracket $3c_\alpha$, and without them the factor 36 would be 4.

## The critical interaction

Equations (8) and (14) give

$$V_{\rm new}^2=\frac{36M_2}{U^2}\,V^2. \tag{15}$$

A weak central bath level grows if the factor exceeds one and dies out if it is smaller. The boundary is

$$\boxed{U_c=6\sqrt{M_2}} \tag{16}$$

This estimates the interaction at which the metallic solution is lost on increasing $U$, usually called $U_{c2}$. It is the result of the approximation (4), not of the full DMFT equations.

The argument takes zero temperature first and small $V$ afterwards. At any $T>0$, a sufficiently small $V$ makes the singlet energy of order $V^2/U$ smaller than $k_BT$. Then (14) does not apply, so (15) does not establish that the insulator is unstable at finite temperature.

The missing small parameter can now be seen. At $U=U_c$ with $V^2=zM_2$, equation (10) gives $\omega_1=z\sqrt{M_2}$. For a semiellipse $M_4=2M_2^2$, so the width of the bath peak found from (7) is also $z\sqrt{M_2}$. A peak as wide as the impurity excitation energy has been replaced by a sharp level. Approaching the transition does not remove this error.

## Below the transition

The linear recursion gives the threshold but not the size of $z$ in the metal. For that, solve (9) at any $V$. The one-electron energies are $\pm b$ with $b=\sqrt{U^2/16+V^2}$. The two-electron singlet mixes, with matrix element $2V$, with the symmetric combination of doubly occupied sites, so its energy is $-a$ with $a=\sqrt{U^2/16+4V^2}$. The poles of $G$ lie at $\pm\omega_1$ and $\pm\omega_2$, where $\omega_1=a-b$ and $\omega_2=a+b$. Hence

$$\omega_1\omega_2=3V^2,\qquad \omega_1^2+\omega_2^2=\frac{U^2}{4}+10V^2.$$

An odd function with these poles and total weight one has the form

$$G=\frac{\omega(\omega^2-\kappa)}{(\omega^2-\omega_1^2)(\omega^2-\omega_2^2)}.$$

Its second moment is $\omega_1^2+\omega_2^2-\kappa$. The equation of motion gives $[d_\alpha,H]=U(n_{\bar\alpha}-\tfrac12)d_\alpha+Vc_\alpha$, where $\bar\alpha$ is the opposite spin. The anticommutator of this operator with its adjoint is $U^2/4+V^2$, because $(n_{\bar\alpha}-\tfrac12)^2=\tfrac14$. Therefore $\kappa=9V^2$. Writing $\omega^4-10V^2\omega^2+9V^4=(\omega^2-V^2)(\omega^2-9V^2)$, one finds

$$\frac1G=\omega-\frac{V^2}{\omega}-\frac{U^2}{4}\frac{\omega}{\omega^2-9V^2},\qquad
\Sigma-\frac U2=\frac{U^2}{4}\frac{\omega}{\omega^2-9V^2}. \tag{17}$$

The slope at $\omega=0$ is $-U^2/(36V^2)$, so

$$z=\frac1{1+U^2/(36V^2)}=\frac{36V^2}{36V^2+U^2}. \tag{18}$$

At small $V$ this reproduces (14). Self-consistency, $V^2=zM_2$ with $V\ne0$, requires $36V^2+U^2=36M_2$, and hence

$$V^2=M_2-\frac{U^2}{36},\qquad z=\frac{V^2}{M_2}=1-\left(\frac U{U_c}\right)^2. \tag{19}$$

In this two-site scheme $z$ vanishes continuously, as $2(1-U/U_c)$ near the transition, and tends to one as $U\to0$.

## Band shapes

For the semiellipse of half-width $D$, $\rho=2\sqrt{D^2-x^2}/(\pi D^2)$. With $x=D\sin\theta$,

$$M_2=\frac{2D^2}{\pi}\int_{-\pi/2}^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{D^2}{4},\qquad U_c=3D. \tag{20}$$

A box of half-width $D$ has $M_2=D^2/3$ and $U_c=2\sqrt3\,D$. A simple cubic lattice has six neighbours with hopping $t$, so $M_2=6t^2$ and $U_c=6\sqrt6\,t$; its full width is $W=12t$.

At fixed $W=2.0$ eV, the values are 3.00 eV for the semiellipse, 3.46 eV for the box and 2.45 eV for the cubic band. Bandwidth alone does not fix $U_c$: states near the band edges raise $M_2$.

## Worked example

Take a semiellipse with $W=2.0$ eV, so $D=1.0$ eV, and $U=2.8$ eV. Then $M_2=0.25\ {\rm eV}^2$ and

$$U_c=6\times0.50\ {\rm eV}=3.0\ {\rm eV}\quad(4.8\times10^{-12}\ {\rm erg}),$$

$$z=1-\left(\frac{2.8}{3.0}\right)^2=0.129,\qquad V=\sqrt{0.129\times0.25}\ {\rm eV}=0.180\ {\rm eV}.$$

Iterating the numerically diagonalized two-site impurity to self-consistency gives the same $z$. At $V=0.005$ eV, diagonalization gives $-5.9996$ for the amplitude in (13) multiplied by $U/V$, against $-6$. The growth factor of $V^2$ obtained from the numerical pole weights is 1.108 at $0.95U_c$ and 0.907 at $1.05U_c$, on opposite sides of one as (15) requires.

The weight in (8) was also tested on other bands, with the linear form of $\Sigma$. With $z=0.12889$, integration of the hybridization spectrum of the box gives $0.04296\ {\rm eV}^2$, equal to $zM_2$ at this precision. The high-frequency tail for the cubic band gives $0.02148\ {\rm eV}^2$, again equal to $zM_2$.

With the linear form of $\Sigma$, the quasiparticle half-width is $zD=0.129$ eV, or about 1500 K in temperature units. With $U$ held at 2.8 eV, the transition is reached when $1.5W=U$, at $W=1.87$ eV. The band must narrow by 6.7 percent of its initial width. In this zero-temperature model, a modest change of hopping is thus enough to end a metal that is close to its transition.

## What the approximation leaves out

**Hubbard bands in the bath.** Adding one self-consistent bath level for each Hubbard band, while keeping a single central level, moves $U_c$ to 3.22 eV. This is 7 percent above the linearized value, with each level placed at the weighted mean energy of its band. The number is not converged in the bath: other placements of the level give 3.26 to 3.29 eV, and two levels per band give about 3.27 eV, so the shift is 7 to 10 percent. The calculation is itself a coarse discretization, so the shift indicates a size and does not fix the sign of the error relative to full DMFT.

**Temperature.** Zero-temperature reasoning needs the lowest impurity excitation energy $\omega_1$ to be well above $k_BT$. In the worked example $\omega_1=a-b=0.064$ eV, which is only 2.5 times $k_BT$ at 300 K. Four states lie at this energy, two with one electron and two with three. Together they have about one third of the thermal weight of the singlet. This mixing lowers $z$; by (8) it then lowers $V$ and $\omega_1$, which strengthens the mixing. The metal can therefore be lost well below $U_c$, and $z=0.129$ should not be used at 300 K. Comparing the quasiparticle half-width with temperature would be too lenient a test: $zD$ falls to $\pi k_BT=0.081$ eV only at $U=U_c\sqrt{1-\pi k_BT/D}=2.88$ eV, 0.12 eV below $U_c$, but $\omega_1$ is only about half of $zD$.

**Orbital degeneracy.** Consider $N$ equivalent flavours, with $N$ even, spin and orbital counted together, and charge energy $U(n-N/2)^2/2$. A charge excitation still costs $U/2$, and (11) is unchanged. Suppose the ground state is a singlet of all flavours with $N/2$ electrons on each site, so that (12) holds. After $c_\alpha$ acts, the bath has $N/2-1$ electrons and $\sum_\beta c_\beta c_\beta^\dagger=N/2+1$. The bracket in (11) becomes

$$c_\alpha-2\left[1-\left(\frac N2+1\right)\right]c_\alpha=(N+1)c_\alpha .$$

Thus $z=4(N+1)^2V^2/U^2$ and $U_c=2(N+1)\sqrt{M_2}$. Two orbitals have $N=4$ and $U_c=10\sqrt{M_2}=5.0$ eV here; diagonalization of the two-orbital impurity confirms this value.

**Hund coupling.** Let a rotationally invariant Hund coupling $J$ be much larger than $V^2/U$. The two-orbital impurity then has spin $S=1$, with one electron per orbital, and a charge excitation costs $(U+J)/2$. Within this space $d_\beta^\dagger d_\alpha=\tfrac12\delta_{\alpha\beta}+\tfrac12\mathbf S\cdot\boldsymbol\sigma_{\alpha\beta}$ for each orbital, where $\boldsymbol\sigma$ denotes the Pauli matrices. The bracket in (11) becomes $-\sum_\beta\mathbf S\cdot\boldsymbol\sigma_{\alpha\beta}c_\beta$.

In the overall singlet, $\mathbf S|0\rangle=-(\mathbf s_1+\mathbf s_2)|0\rangle$, where $\mathbf s_1$ and $\mathbf s_2$ are the bath spins. When $c_\beta$ empties bath level 1, $c_\beta\mathbf s_1=\tfrac12\sum_\gamma\boldsymbol\sigma_{\beta\gamma}c_\gamma$. The $\mathbf s_1$ term therefore gives $\tfrac12\boldsymbol\sigma\cdot\boldsymbol\sigma\,c_\alpha=\tfrac32c_\alpha$. The $\mathbf s_2$ term gives $2c_\alpha\,\mathbf s_1\cdot\mathbf s_2=\tfrac12c_\alpha$, since the bath spins form a triplet. The bracket is $2c_\alpha$, hence

$$z=\frac{16V^2}{(U+J)^2},\qquad U=4\sqrt{M_2}-J \tag{21}$$

at the linear instability. For $J=0.5$ eV this is 1.5 eV, also confirmed by diagonalization. It is not the end of the metal in this scheme, because the self-consistency condition also has solutions with finite $V$ at larger $U$. With $z$ taken from the slope of $\Sigma$, they persist to about 1.75 eV for $J=0.5$ eV and end there at a finite $z\approx0.22$. The gap widens as $J$ falls: for $J=0.1$ eV the linear instability is at 1.9 eV, while the finite-$V$ solutions last to about 3.3 eV. At the instability for $J=0.5$ eV, $U-3J=0$, so parallel spins in different orbitals do not repel, an extreme choice for an oxide.

**A real oxide.** The width of 2 eV is roughly the energy scale of the vanadium $d$ bands in vanadium sesquioxide, a material that switches between metal and insulator. The value $U=2.8$ eV is an effective one-band parameter placed near the model's transition, not an atomic repulsion of vanadium. The oxide has two $d$ electrons per vanadium ion in several orbitals, which breaks the one-band assumption. At fixed $M_2$, the linear instability for two orbitals lies at 5.0 eV without Hund coupling and at 1.5 eV for $J=0.5$ eV, against 3.0 eV for one band. Its transition also involves the lattice, and heating can matter in an electrically driven device. Equation (16) therefore explains how hopping and repulsion compete in the one-band model; it does not predict a switching threshold for the oxide. The computed values are collected in the numerical output.

## Numbers as computed

```
Full bandwidth W = 2.000 eV
Half bandwidth D = 1.000 eV
Example repulsion U = 2.800 eV
Temperature of use = 300.0 K
Second moment M2 = 0.250000 eV^2
Square root of M2 = 0.500000 eV
U_c from formula = 3.000000 eV
U_c from diagonalization = 2.999817 eV
Small test hybridization V = 0.0050 eV
Low-energy amplitude times U/V = -5.99962 (no unit)
Growth of V^2 at 0.95 U_c = 1.10788 (no unit)
Growth of V^2 at 1.05 U_c = 0.90693 (no unit)
z from formula = 0.128889 (no unit)
z from numerical fixed point = 0.128889 (no unit)
Fixed-point V = 0.179506 eV
Quasiparticle half-width zD = 0.128889 eV
zD divided by k_B = 1495.7 K
Critical bandwidth at example U = 1.86667 eV
Required band narrowing = 6.667 percent
Box hybridization weight, integral = 0.0429630 eV^2
Box z times M2 = 0.0429630 eV^2
Cubic hybridization weight, tail = 0.0214813 eV^2
Cubic z times M2 = 0.0214815 eV^2
Box U_c at same W = 3.46410 eV
Simple cubic U_c at same W = 2.44949 eV
U_c with Hubbard-band bath levels = 3.22170 eV
Hubbard-band bath level = 1.61290 eV
Bath correction to U_c = 7.390 percent
Thermal energy k_B T = 0.025852 eV
pi k_B T = 0.081216 eV
U where zD = pi k_B T = 2.87560 eV
Thermal limit below U_c by = 0.12440 eV
Two-orbital U_c, J = 0: 4.99965 eV
Hund coupling J in test = 0.500 eV
Two-orbital linear instability with J = 1.50026 eV
```
